# Apparent Activation Energy of Electroless Plating from Two Tafel Laws

## The situation and the question

A part hangs in an electroless bath with no external supply connected. A reductant in the solution gives electrons to the surface, and metal ions take them up and deposit. The surface settles at the potential where the two currents balance. If the bath is warmed, the deposit grows faster, and a plot of the logarithm of the rate against inverse temperature gives an apparent activation energy.

That energy belongs to neither half-reaction alone. Warming speeds up both reactions, usually by different factors, and the surface potential then moves to restore the balance. The question is how the measured energy follows from the energies of the two half-reactions, and at which potential those must be taken.

## Conventions and assumptions

The algebra uses atomic units, with the magnitude of the electron charge equal to one. Boltzmann's constant is kept, and $\beta=1/(k_BT)$. A potential difference of 1 V then corresponds numerically to an energy of 1 eV per electron.

Let $E$ be the electrode potential and $E_r$ a reference potential on the same scale. The anodic current density $i_a$ (reductant oxidation) and the cathodic one $i_c$ (metal deposition) are both counted as positive magnitudes. Their Tafel laws are

$$i_a=k_a e^{\alpha_a\beta(E-E_r)},\qquad i_c=k_c e^{-\alpha_c\beta(E-E_r)} .$$

Here $\alpha_a,\alpha_c>0$ are apparent transfer coefficients, read from Tafel slopes, and their sum need not be one. The factors $k_a(T)$ and $k_c(T)$ are the currents at $E=E_r$. Making the potential more positive speeds oxidation and slows reduction, which fixes the signs.

Activation energies are defined as logarithmic slopes, at fixed bath composition:

$$H_j(E_r)=-\frac{\partial\ln k_j}{\partial\beta}\bigg|_{E_r},\qquad H_{\rm app}=-\frac{d\ln i}{d\beta}\bigg|_{\rm open\ circuit}.$$

The first holds the potential fixed; the second lets it follow the charge balance.

The model assumes that the half-reactions do not alter each other's rate laws, and that back reactions, diffusion limits and parasitic currents are negligible. The transfer coefficients are taken as independent of temperature. If the reactions occupy different but temperature-independent fractions of the surface, those fractions are absorbed in $k_a$ and $k_c$.

## Derivation

At open circuit $i_a=i_c=i$. Taking logarithms of both laws at the mixed potential $E_m$ gives

$$\ln k_a+\alpha_a\beta(E_m-E_r)=\ln k_c-\alpha_c\beta(E_m-E_r).$$

Collecting the potential terms,

$$E_m-E_r=\frac{\ln(k_c/k_a)}{\beta S},\qquad S=\alpha_a+\alpha_c .$$

Insert this in the anodic law:

$$\ln i=\ln k_a+\frac{\alpha_a}{S}(\ln k_c-\ln k_a)
=\frac{\alpha_c\ln k_a+\alpha_a\ln k_c}{S},$$

because $1-\alpha_a/S=\alpha_c/S$. The explicit $\beta$ has cancelled. With constant transfer coefficients, $-d/d\beta$ acts on the two logarithms alone:

$$\boxed{H_{\rm app}=\frac{\alpha_c H_a(E_r)+\alpha_a H_c(E_r)}{\alpha_a+\alpha_c}}$$

The weights are crossed: each energy is multiplied by the transfer coefficient of the other reaction. The weight of the anodic energy, $w=\alpha_c/S$, is also the sensitivity $\partial\ln i/\partial\ln k_a$. Suppose $k_a$ rises. The potential must fall to restore balance, and this fall takes back part of the anodic gain. If $\alpha_a$ is small compared with $\alpha_c$, little is taken back, so the anodic reaction has the larger influence on the rate.

In the limit $\alpha_a\to0$ at fixed $\alpha_c$, the potential cannot change the anodic current at all, and $H_{\rm app}\to H_a$. For equal transfer coefficients the result is the plain mean.

## Why the reference must be common

Move the reference from $E_r$ to $E_r+d$. The new prefactors are $k_a e^{\alpha_a\beta d}$ and $k_c e^{-\alpha_c\beta d}$. Applying $-\partial/\partial\beta$ to their logarithms gives

$$H_a\to H_a-\alpha_a d,\qquad H_c\to H_c+\alpha_c d .$$

The numerator of the average changes by $-\alpha_c\alpha_a d+\alpha_a\alpha_c d=0$. Each half-reaction energy depends on the reference, but the average does not.

If $H_a$ is taken at $E_r$ and $H_c$ at $E_r+d$, only the second change occurs. The result is then in error by

$$\Delta H=\frac{\alpha_a\alpha_c}{S}\,d .$$

A practical reference electrode may itself drift with temperature. Let the reference be $E_r(T)$, the same function for both measurements. The extra term in the anodic slope is $-\alpha_a\beta\,dE_r/d\beta$. Since $\beta\,d/d\beta=-T\,d/dT$, at the temperature considered

$$H_a\to H_a+\alpha_aT\frac{dE_r}{dT},\qquad
H_c\to H_c-\alpha_cT\frac{dE_r}{dT}.$$

These changes cancel in the average too. They do not cancel if the two half-reactions are measured against electrodes with different thermal drifts.

## The mixed potential as reference

Choosing $E_r=E_m$ at one temperature shows how the potential responds to heating. Differentiate the balance $\ln i_a=\ln i_c$ with respect to $\beta$ along open circuit:

$$-H_a(E_m)+\alpha_a\beta\frac{dE_m}{d\beta}
=-H_c(E_m)-\alpha_c\beta\frac{dE_m}{d\beta}.$$

Hence $\beta\,dE_m/d\beta=(H_a-H_c)/S$, and changing the variable to $T$ gives

$$\frac{dE_m}{dT}=\frac{H_c(E_m)-H_a(E_m)}{S\,T}.$$

If oxidation has the larger activation energy at $E_m$, it gains more from heating, and the surface becomes more negative. Both sides refer to one potential scale. Against a reference that drifts by $dE_r/dT$ on that scale, the measured drift is $dE_m/dT-dE_r/dT$ and the two energies shift as shown above, so the size and even the sign of the drift depend on the reference electrode.

The straight lines $H_a(E)$ and $H_c(E)$ have slopes $-\alpha_a$ and $+\alpha_c$. Where they cross, both equal their average, so the crossing height is $H_{\rm app}$. The crossing may lie outside the range in which the Tafel laws apply; it is then an extrapolation, not a recommended operating potential.

## Starting from exchange currents

Kinetic data are often given as exchange current densities $i_{0j}$ at the equilibrium potentials $U_j$. Those are two different references, and both depend on temperature. Write

$$\ln k_a=\ln i_{0a}+\alpha_a\beta(E_r-U_a),\qquad
\ln k_c=\ln i_{0c}-\alpha_c\beta(E_r-U_c),$$

and let $H_j^0=-d\ln i_{0j}/d\beta$. For the anodic reaction,

$$H_a=H_a^0-\alpha_a(E_r-U_a)+\alpha_a\beta\frac{dU_a}{d\beta}
=H_a^0-\alpha_a(E_r-V_a),$$

where $\beta\,dU_a/d\beta=-T\,dU_a/dT$ was used and

$$V_j=U_j-T\frac{dU_j}{dT}.$$

The same steps with the opposite sign give $H_c=H_c^0+\alpha_c(E_r-V_c)$. In the weighted average the terms in $E_r$ cancel, leaving

$$H_{\rm app}=\frac{\alpha_cH_a^0+\alpha_aH_c^0}{S}
-\frac{\alpha_a\alpha_c}{S}(V_c-V_a).$$

The last term has a thermodynamic meaning. Per transferred electron, the overall reaction has $\Delta G=-(U_c-U_a)$ and $\Delta S_{\rm r}=-d\Delta G/dT=d(U_c-U_a)/dT$. Therefore $\Delta H_{\rm r}=\Delta G+T\Delta S_{\rm r}=-(V_c-V_a)$. An exothermic overall reaction lowers the apparent energy below the average of the exchange-current energies.

## Worked example

The model bath is at $T=330$ K, where $k_BT=0.02844$ eV. The chosen parameters are:

| Quantity | Anodic | Cathodic |
|---|---:|---:|
| $\alpha$ | 0.40 | 0.50 |
| $U$ (V) | −1.00 | −0.20 |
| $dU/dT$ (mV/K) | −1.0 | −0.5 |
| $i_0$ (mA/cm²) | 0.003 | 0.005 |
| $H^0$ (eV) | 0.80 | 0.65 |

The enthalpy potentials are $V_a=-1.00+0.33=-0.670$ V and $V_c=-0.20+0.165=-0.035$ V. At the common reference $E_r=-0.60$ V,

$$H_a=0.80-0.40(-0.60+0.670)=0.772\ {\rm eV},$$
$$H_c=0.65+0.50(-0.60+0.035)=0.3675\ {\rm eV}.$$

The weights are $0.50/0.90=0.5556$ for $H_a$ and $0.4444$ for $H_c$, so

$$H_{\rm app}=0.5556(0.772)+0.4444(0.3675)=0.592\ {\rm eV},$$

or 57.1 kJ/mol. Uncrossed weights would give 0.547 eV. Averaging the exchange-current energies without the enthalpy term would give 0.733 eV; the missing term is $(0.20/0.90)(0.635)=0.141$ eV. Taking $H_c$ at a potential 0.1 V above that used for $H_a$ would add 0.022 eV.

The Tafel currents at the reference are $k_a=0.833$ and $k_c=5.667$ mA/cm². The mixed potential is therefore

$$E_m=-0.60+\frac{0.02844}{0.90}\ln\frac{5.667}{0.833}=-0.539\ {\rm V},$$

and the plating current is $0.833^{0.5556}\,5.667^{0.4444}=1.95$ mA/cm². At this potential $H_a=0.748$ and $H_c=0.398$ eV, so the mixed potential drifts by $(0.398-0.748)/(0.90\times330)$ V/K, or −1.18 mV/K, on the scale of the tabulated $dU/dT$. Against a reference drifting at −0.7 mV/K on that scale it would read −0.48 mV/K. The energy lines cross at −0.151 V, above $U_c$, so here the crossing is an extrapolation.

Copper needs two electrons per atom. With molar mass $M=63.55$ g/mol, density $\rho=8.96$ g/cm³ and Faraday constant $F$, the thickness rate in engineering units is $iM/(2F\rho)$:

| $T$ (K) | $i$ (mA/cm²) | Rate (µm/h) |
|---:|---:|---:|
| 320 | 1.02 | 1.35 |
| 330 | 1.95 | 2.58 |
| 340 | 3.60 | 4.77 |

Composition is held fixed in this comparison.

## When the rate laws are not ideal

For other rate laws with $i_a=i_c$, provided that $i_a$ still rises and $i_c$ still falls as $E$ increases, let $s_j=|\partial\ln i_j/\partial E|$ at $E_m$, and let $H_j$ be the fixed-potential energies there. Along open circuit,

$$H_{\rm app}=H_a-s_a\frac{dE_m}{d\beta}=H_c+s_c\frac{dE_m}{d\beta}.$$

Multiplying the first form by $s_c$, the second by $s_a$, and adding eliminates the potential drift:

$$H_{\rm app}=\frac{s_cH_a+s_aH_c}{s_a+s_c}.$$

Tafel laws have $s_j=\alpha_j\beta$, which returns the boxed result.

**Back reactions.** Take a reverse-to-forward ratio $e^{-\beta|E_m-U_j|}$ for each half-reaction. The distances from equilibrium are 0.46 V and 0.34 V, many times $k_BT$. Including these reverse currents changes $H_{\rm app}$ by less than $10^{-6}$ eV. Near either equilibrium potential this neglect would fail.

**Diffusion.** A limiting current is $L=nFDc/\delta$, with $n$ electrons per diffusing particle, diffusivity $D$, bulk concentration $c$ and layer thickness $\delta=50$ µm. The inputs are:

| Species | $n$ | $D$ (m²/s) | $c$ (mol/m³) | $L$ (mA/cm²) |
|---|---:|---:|---:|---:|
| Copper complex | 2 | $1\times10^{-9}$ | 40 | 15.4 |
| Formaldehyde | 1 | $2\times10^{-9}$ | 100 | 38.6 |
| Hydroxide | 1/2 | $7\times10^{-9}$ | 60 | 40.5 |

All three limits are given a diffusion energy $H_D=0.20$ eV. The surface concentration of a reactant is its bulk value times $1-i/L$. For kinetics of first order in each reactant, each Tafel current therefore acquires one such factor per reactant. Differentiating $\ln(1-i/L)$ gives $-g(d\ln i-d\ln L)$, with $g=(i/L)/(1-i/L)$. Let $g_a$ be the sum of $g$ over formaldehyde and hydroxide, and $g_c$ its value for copper. Then

$$(1+g_a)H=H_a-\alpha_a\beta E_m'+g_aH_D,$$
$$(1+g_c)H=H_c+\alpha_c\beta E_m'+g_cH_D,$$

where $E_m'=dE_m/d\beta$, $H$ is the new apparent energy, and $H_a,H_c$ are the Tafel energies. Eliminating $E_m'$ as before,

$$H=\frac{S H_{\rm app}+(\alpha_cg_a+\alpha_ag_c)H_D}
{S+\alpha_cg_a+\alpha_ag_c}.$$

Diffusion pulls the result toward $H_D$. Solving the charge balance numerically lowers the current by 9.9% to 1.76 mA/cm², for which $g_a\approx0.093$ and $g_c\approx0.129$. The formula gives 0.554 eV, a fall of 0.039 eV.

**Dissolved oxygen.** Oxygen reduction also takes electrons from the surface. The potential rises, which speeds oxidation of the reductant and slows metal deposition. Let its diffusion-limited current $i_O$ be independent of potential and temperature. The second assumption is roughly met in air-saturated water near 330 K, where the rise of the diffusivity and the fall of the solubility on warming nearly cancel. If $i_O$ instead had the energy $H_D=0.20$ eV, the rise in apparent energy found below would be 0.053 eV rather than 0.080 eV. The balance is $i_a=i_m+i_O$, where $i_m$ is the metal current. With $f=i_m/(i_m+i_O)$, $d\ln i_a=f\,d\ln i_m$, so

$$fH_m=H_a-\alpha_a\beta E_m',\qquad H_m=H_c+\alpha_c\beta E_m'.$$

Elimination gives

$$H_m=\frac{\alpha_cH_a+\alpha_aH_c}{\alpha_a+f\alpha_c}
=H_{\rm app}\frac{S}{\alpha_a+f\alpha_c}.$$

With $n=4$, $D=4\times10^{-9}$ m²/s, $c=0.15$ mol/m³ and the same layer, $i_O=0.463$ mA/cm². The numerical balance gives a metal current 12.5% below the ideal value, or 1.71 mA/cm², so $f=0.787$. The apparent energy rises by 0.080 eV to 0.672 eV. On cooling, $i_m$ falls while $i_O$ stays fixed, so $f$ falls and $H_m$ rises. Oxygen therefore bends the Arrhenius plot.

**Temperature-dependent transfer coefficients.** If $w=\alpha_c/S$ varies, differentiating $\ln i=w\ln k_a+(1-w)\ln k_c$ adds $-(dw/d\beta)\ln(k_a/k_c)$. Using $\ln(k_a/k_c)=-\beta S(E_m-E_r)$,

$$H_{\rm app}=wH_a+(1-w)H_c-T\frac{dw}{dT}S(E_m-E_r).$$

The extra term vanishes if $\alpha_a/\alpha_c$ is constant, or if $E_r=E_m$ at the temperature considered. Otherwise the average depends on the reference. As an assumed case, let $\alpha_a$ rise by 0.1% of its 330 K value per kelvin. The extra term at $E_r=-0.60$ V is then 0.004 eV.

The drift also changes $H_a$ itself. At $E_m$ it adds $T(d\alpha_a/dT)(E_m-U_a)$, which raises $H_{\rm app}$ by $0.5556\times330\times0.0004\times0.461=0.034$ eV. The current at 330 K is unchanged because $\alpha_a$ there is held at 0.40.

## Setting the result beside a real bath

The example lies in the rough regime of an alkaline formaldehyde copper bath, for which a few micrometres per hour is a typical rate. Its kinetic constants are chosen round values, not a fit to a particular bath, and 0.592 eV is a model result. The equilibrium potentials and their slopes are chosen too, and they do not reproduce the thermochemistry of the real reaction. For the hydrogen-evolving oxidation assumed in the transport table, with copper bound as its EDTA complex, tabulated formation data give $U_c-U_a$ near 1.1 V rather than 0.80 V, and a reaction enthalpy per electron about twice the model's −0.635 eV. At the same transfer coefficients the enthalpy term would then be about twice 0.141 eV. Real baths contain dissolved oxygen and have finite transport. With back reactions, diffusion, oxygen and the assumed $\alpha_a$ drift all included, the numerical slope at 330 K is 0.672 eV, and the current is 22% below the ideal value. The near agreement with the oxygen-only energy is an accident of the chosen parameters: taken alone, diffusion lowers the energy by 0.039 eV and the $\alpha_a$ drift raises it by 0.034 eV. The half-reactions can also influence each other through shared surface species; that effect is not sized here.

The temperature window matters as well. A least-squares Arrhenius line through nine equally spaced temperatures from 310 to 350 K gives 0.701 eV for the combined model, against the local 0.672 eV. The ideal model gives 0.592 eV by either route. The difference arises because the Arrhenius plot of the combined model is curved, and more strongly at the cold end than at the hot end. A uniform bend with the curvature found at 330 K would account for only 0.008 eV of the 0.029 eV difference, since the window is nearly symmetric about that temperature.

## Using the formula

1. Measure each half-reaction in the absence of the other, at several temperatures and fixed composition, on the same kind of surface and against the same reference electrode.
2. Read $\alpha_j$ from the Tafel slopes. If $\alpha_a/\alpha_c$ changes with temperature, take $E_r$ at the mixed potential of the temperature of interest.
3. Read both currents at one common potential inside both Tafel regions, and obtain $H_a$ and $H_c$ as the negative slopes of their logarithms against $\beta$.
4. Form the crossed average and compare it with the negative slope of the logarithm of the plating rate against $\beta$ in the complete bath.

A disagreement beyond the measurement error means that at least one assumption has failed. Varying the stirring probes transport, and removing dissolved oxygen probes the parasitic current. Stirring can also change the oxygen supply, so it is best varied after the oxygen has been removed. Copper baths are often aerated to keep them stable, so an oxygen-free test should be brief and the bath watched for decomposition.

All numerical values are calculated from the stated model.
